# Gain, responsivity and dark-limited detectivity of a quantum-well infrared detector: a program that tests the result

```python
"""Quantum-well infrared photodetector: gain, responsivity, noise, detectivity.

Result under test, with e = hbar = 1:
  gain          g  = 1 / (N p_c)
  responsivity  R  = eta g / omega,  eta = p_e [1 - (1-a)^N]
  noise         S  = 4 g I (1 - p_c/2)       (one-sided, low frequency)
  detectivity   D* = eta / (2 omega sqrt(N G (1 - p_c/2)))
N wells, p_c capture probability per well passed, a absorbed fraction per
well, p_e escape probability, omega photon energy, I dark current,
G thermal escape rate per well and unit area.
The independent side is a Markov model of all well populations in which only
electrons crossing the collector are counted. Each collected electron is
replaced by one injected at the emitter. Transit is instantaneous.
"""
import itertools
import numpy as np
from scipy.constants import e as charge_si, angstrom
from scipy.optimize import brentq


def landing_kernel(wells, capture, chi):
    """Landing weights [target, source]; exp(chi) per collector crossing."""
    step = np.zeros((wells, wells))
    for source in range(wells):
        crosses_collector = source == wells - 1
        weight = np.exp(chi) if crosses_collector else 1.0
        step[(source + 1) % wells, source] = weight
    passing = np.eye(wells) - (1 - capture) * step
    return capture * step @ np.linalg.inv(passing)


def generator(wells, electrons, rates, capture, chi):
    """Counting generator on all ways to share the electrons among wells."""
    states = [s for s in itertools.product(range(electrons + 1), repeat=wells)
              if sum(s) == electrons]
    index = {s: k for k, s in enumerate(states)}
    kernel = landing_kernel(wells, capture, chi)
    matrix = np.zeros((len(states), len(states)))
    for state, column in index.items():
        for source in range(wells):
            if state[source] == 0:
                continue
            rate = rates[source] * state[source]
            matrix[column, column] -= rate
            for target in range(wells):
                new = list(state)
                new[source] -= 1
                new[target] += 1
                matrix[index[tuple(new)], column] += rate * kernel[target, source]
    return matrix


def mean_current(wells, electrons, rates, capture):
    """Mean collector count rate in the stationary state."""
    system = generator(wells, electrons, rates, capture, 0.0)
    system[-1, :] = 1.0
    right = np.zeros(len(system))
    right[-1] = 1.0
    stationary = np.linalg.solve(system, right)
    h = 1e-4
    derivative = (generator(wells, electrons, rates, capture, h)
                  - generator(wells, electrons, rates, capture, -h)) / (2 * h)
    return float(np.sum(derivative @ stationary))


def noise_spectrum(wells, electrons, rates, capture):
    """One-sided zero-frequency noise: twice the growth rate of the variance."""
    h = 2e-3
    top = [np.max(np.linalg.eigvals(
        generator(wells, electrons, rates, capture, chi)).real)
        for chi in (-h, 0.0, h)]
    return 2 * (top[0] - 2 * top[1] + top[2]) / h**2


def photo_response(wells, per_well, capture, absorbed, escape):
    """Change of current per incident photon, and escaped electrons per photon."""
    profile = np.array([absorbed * (1 - absorbed)**j for j in range(wells)])
    flux = 1e-3 / absorbed
    extra = flux * profile * escape / per_well
    up = mean_current(wells, wells * per_well, 1 + extra, capture)
    down = mean_current(wells, wells * per_well, 1 - extra, capture)
    return (up - down) / (2 * flux), escape * profile.sum()


def efficiency(wells, absorbed, escape):
    return escape * (1 - (1 - absorbed)**wells)


def detectivity(wells, absorbed, escape, capture, omega, emission):
    eta = efficiency(wells, absorbed, escape)
    return eta / (2 * omega * np.sqrt(wells * emission * (1 - capture / 2)))


# Tests on small detectors: unit area, unit escape rate per electron.
per_well, test_capture, test_escape, test_omega = 2, 0.3, 0.6, 0.15
print("Markov test: electrons per well =", per_well, ", p_c =", test_capture)
print("wells  dark current  gain     noise S   S/(4 g I)")
weak_detectivity = {}
for wells in (1, 2, 3, 4):
    rates = np.ones(wells)
    dark = mean_current(wells, wells * per_well, rates, test_capture)
    noise = noise_spectrum(wells, wells * per_well, rates, test_capture)
    gain_formula = 1 / (wells * test_capture)
    assert abs(dark / (per_well / test_capture) - 1) < 1e-6
    # tolerance set by the finite-difference curvature of the eigenvalue
    noise_formula = 4 * gain_formula * dark * (1 - test_capture / 2)
    assert abs(noise / noise_formula - 1) < 5e-4
    for absorbed in (1e-4, 0.2):
        response, escaped = photo_response(
            wells, per_well, test_capture, absorbed, test_escape)
        gain = response / escaped
        assert abs(gain / gain_formula - 1) < 1e-5
        assert abs(escaped / efficiency(wells, absorbed, test_escape) - 1) < 1e-9
        measured = response / test_omega / np.sqrt(noise)
        predicted = detectivity(wells, absorbed, test_escape, test_capture,
                                test_omega, per_well)
        assert abs(measured / predicted - 1) < 5e-4
        if absorbed == 1e-4:
            weak_detectivity[wells] = measured
            weak_r = absorbed * test_escape / (test_omega * test_capture)
            # remaining difference is the weak attenuation, of order N a / 2
            assert abs(response / test_omega / weak_r - 1) < 5e-4
    print(f"{wells:5d}  {dark:12.5f}  {gain:7.5f}  {noise:8.4f}"
          f"  {noise / (4 * gain * dark):9.5f}")
for wells in (2, 3, 4):
    ratio = weak_detectivity[wells] / weak_detectivity[1]
    assert abs(ratio / np.sqrt(wells) - 1) < 1e-3
    print(f"weak-absorption D*({wells})/D*(1) = {ratio:.4f},"
          f" sqrt({wells}) = {np.sqrt(wells):.4f}")

# Full-capture single well must give ordinary shot noise 2 I.
shot_current = mean_current(1, per_well, np.ones(1), 1.0)
shot_noise = noise_spectrum(1, per_well, np.ones(1), 1.0)
assert abs(shot_noise / (2 * shot_current) - 1) < 1e-4
print(f"one well, p_c = 1: S/(2 I) = {shot_noise / (2 * shot_current):.5f}")

# Worked example with round model parameters.
omega, absorbed, escape, capture = 0.15, 0.004, 0.5, 0.05
dark_flux, area = 0.01, 1e12
emission = capture * dark_flux
print(f"photon energy = {omega} eV")
print(f"a = {absorbed}, p_e = {escape}, p_c = {capture}")
print(f"dark electron flux J = {dark_flux} 1/(angstrom^2 s)")
print(f"thermal escape rate per well G = {emission:.2e} 1/(angstrom^2 s)")
print(f"area = {area:.0e} angstrom^2")
weak_responsivity = absorbed * escape / (omega * capture)
print(f"weak-absorption responsivity = {weak_responsivity:.4f} electrons/eV")
print("D* in angstrom s^(1/2)/eV, R in electrons/eV")
print("wells  eta      gain    R       D*      weak-absorption D*")
for wells in (10, 20, 40, 80):
    eta = efficiency(wells, absorbed, escape)
    gain = 1 / (wells * capture)
    d_star = detectivity(wells, absorbed, escape, capture, omega, emission)
    d_weak = absorbed * escape / (2 * omega) * np.sqrt(
        wells / (emission * (1 - capture / 2)))
    print(f"{wells:5d}  {eta:.5f}  {gain:.4f}  {eta * gain / omega:.4f}"
          f"  {d_star:.4f}  {d_weak:.4f}")

wells = 40
gain = 1 / (wells * capture)
responsivity = efficiency(wells, absorbed, escape) * gain / omega
d_star = detectivity(wells, absorbed, escape, capture, omega, emission)
dark_current = dark_flux * area
noise_amplitude = np.sqrt(4 * gain * dark_current * (1 - capture / 2))
noise_power = noise_amplitude / responsivity
assert abs(np.sqrt(area) / noise_power / d_star - 1) < 1e-10
responsivity_si = responsivity * charge_si / charge_si  # (C per e)/(J per eV)
d_star_si = d_star * (angstrom * 100) / charge_si
print(f"40 wells: dark current = {dark_current:.3e} electrons/s")
print(f"40 wells: noise amplitude = {noise_amplitude:.4e} electrons/s/Hz^(1/2)")
print(f"40 wells: noise-equivalent power = {noise_power:.4e} eV/s/Hz^(1/2)")
print(f"40 wells: R = {responsivity_si:.4f} A/W")
print(f"40 wells: D* = {d_star_si:.3e} cm Hz^(1/2)/W")

# Well number of greatest detectivity: direct search against the root.
candidates = np.arange(1, 2001)
values = detectivity(candidates, absorbed, escape, capture, omega, emission)
best = int(candidates[np.argmax(values)])
root = brentq(lambda x: np.exp(x) - 1 - 2 * x, 0.5, 3.0)
predicted_best = root / -np.log(1 - absorbed)
assert abs(best - predicted_best) <= 1
print(f"root of exp(x) = 1 + 2x: x = {root:.5f}")
print(f"optimum wells: search {best}, from root {predicted_best:.2f}")
print(f"greatest D* = {values.max():.4f} angstrom s^(1/2)/eV")
print("all assertions hold")
```

Running it gives:

```
Markov test: electrons per well = 2 , p_c = 0.3
wells  dark current  gain     noise S   S/(4 g I)
    1       6.66667  3.33333   75.5579    0.85003
    2       6.66667  1.66667   37.7781    0.85001
    3       6.66667  1.11111   25.1853    0.85000
    4       6.66667  0.83333   18.8889    0.85000
weak-absorption D*(2)/D*(1) = 1.4142, sqrt(2) = 1.4142
weak-absorption D*(3)/D*(1) = 1.7319, sqrt(3) = 1.7321
weak-absorption D*(4)/D*(1) = 1.9997, sqrt(4) = 2.0000
one well, p_c = 1: S/(2 I) = 1.00000
photon energy = 0.15 eV
a = 0.004, p_e = 0.5, p_c = 0.05
dark electron flux J = 0.01 1/(angstrom^2 s)
thermal escape rate per well G = 5.00e-04 1/(angstrom^2 s)
area = 1e+12 angstrom^2
weak-absorption responsivity = 0.2667 electrons/eV
D* in angstrom s^(1/2)/eV, R in electrons/eV
wells  eta      gain    R       D*      weak-absorption D*
   10  0.01964  2.0000  0.2619  0.9378  0.9548
   20  0.03852  1.0000  0.2568  1.3002  1.3503
   40  0.07406  0.5000  0.2469  1.7680  1.9096
   80  0.13716  0.2500  0.2286  2.3151  2.7006
40 wells: dark current = 1.000e+10 electrons/s
40 wells: noise amplitude = 1.3964e+05 electrons/s/Hz^(1/2)
40 wells: noise-equivalent power = 5.6562e+05 eV/s/Hz^(1/2)
40 wells: R = 0.2469 A/W
40 wells: D* = 1.103e+11 cm Hz^(1/2)/W
root of exp(x) = 1 + 2x: x = 1.25643
optimum wells: search 313, from root 313.48
greatest D* = 3.0498 angstrom s^(1/2)/eV
all assertions hold
```
